# Duration of transient enhanced diffusion with a perfect surface sink

## Definitions and conventions

After ion implantation, excess self-interstitials can be stored in small clusters. During an anneal the clusters dissolve and keep the concentration of free interstitials far above its equilibrium value. A dopant that moves with the help of interstitials then diffuses faster than in equilibrium. The enhancement is transient because the excess is finite and is lost at the surface.

The depth $x$ is measured into the crystal from the surface at $x=0$, and time $t$ from the start of an isothermal anneal. The symbols are:

- $Q$: excess interstitials initially stored in clusters, per unit area. This is not in general the dose of implanted ions.
- $R$: depth of the clusters, taken to lie in one plane.
- $D$: diffusivity of free interstitials.
- $C_I(x,t)$: concentration of free interstitials; $C^*$ is its thermal equilibrium value.
- $c=C_I-C^*$: free excess concentration.
- $C_s$: free concentration in local equilibrium with the clusters, and $\Delta C=C_s-C^*$.

A perfect sink holds the surface at equilibrium, so $c(0,t)=0$. It does not make the total concentration zero.

The model is one-dimensional. Initially there is no free excess. There are no traps, no recombination with vacancies and no sink other than the surface, and the substrate is thick. Clusters exchange interstitials quickly enough to hold $c(R,t)=\Delta C$ until they are exhausted; $\Delta C$ is taken as constant.

Two times must be distinguished. The cluster lifetime $\tau_c$ is the time at which the clusters are exhausted. The equivalent duration is

$$\tau=\frac{1}{\Delta C}\int_0^\infty c(R,t)\,dt ,\tag{1}$$

the time for which a constant excess $\Delta C$ would give the same integrated excess at the cluster plane.

## The quasi-steady estimate

Suppose the profile between surface and clusters has become steady. Then $D\,d^2c/dx^2=0$, so $c$ is linear. With $c(0)=0$ and $c(R)=\Delta C$,

$$c(x)=\Delta C\,\frac{x}{R},\qquad J=-D\frac{dc}{dx}=-\frac{D\Delta C}{R}.$$

The minus sign means that interstitials move towards the surface. The loss per unit area and time is $D\Delta C/R$. If this loss alone consumes the stored dose, the duration is

$$\boxed{\tau=\frac{QR}{D\,\Delta C}}\tag{2}$$

One factor of $R$ appears, not $R^2$. The time $R^2/D$ is that of diffusion across the layer, whereas (2) is the time needed to drain a reservoir through it. Their ratio is

$$q=\frac{\tau}{R^2/D}=\frac{Q}{\Delta C\,R}.\tag{3}$$

Thus $q$ compares the stored dose with the free dose that would fill the layer at concentration $\Delta C$.

The estimate has left something out: interstitials also leave the plane towards the substrate. We must find out whether this changes the duration.

## The time integral is exact

Let the clusters release interstitials at a rate $r(t)$ per unit area, with $\int_0^\infty r\,dt=Q$. Then

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}+r(t)\,\delta(x-R),\qquad c(0,t)=0.\tag{4}$$

First we show that all interstitials eventually reach the surface. One released at depth $R$ has, after a time $t$, the probability density

$$G=\frac{1}{\sqrt{4\pi Dt}}\left[e^{-(x-R)^2/4Dt}-e^{-(x+R)^2/4Dt}\right].$$

The second term is a negative image source, which makes $G$ vanish at $x=0$. Put $u=(x-R)/\sqrt{4Dt}$ in the first term and $u=(x+R)/\sqrt{4Dt}$ in the second. With $a=R/\sqrt{4Dt}$, the probability of still being in the crystal is

$$\int_0^\infty G\,dx=\frac1{\sqrt\pi}\left[\int_{-a}^\infty e^{-u^2}du-\int_a^\infty e^{-u^2}du\right]=\operatorname{erf}(a).$$

This tends to zero as $t\to\infty$. Interstitials that go deep into the substrate therefore return.

Now define $W(x)=\int_0^\infty c(x,t)\,dt$. The net number per unit area that crosses depth $x$ towards the surface, over all time, is $D\,dW/dx$. For $0<x<R$ every released interstitial must finally cross, so this number is $Q$. For $x>R$ each crossing into the substrate is matched by a return, so it is zero. Hence

$$\frac{dW}{dx}=\frac QD\quad(0<x<R),\qquad \frac{dW}{dx}=0\quad(x>R).$$

Since $W(0)=0$ and $W$ is continuous,

$$W(x)=\frac{Q}{D}\min(x,R).\tag{5}$$

At the plane $W(R)=QR/D$, and definition (1) gives (2) exactly within this model. Flow into the substrate delays the loss but does not change the integral.

The function $r(t)$ has dropped out of (5), so the result for $W$ does not need clusters that hold a constant concentration. That assumption enters when $W$ is turned into a duration at the level $\Delta C$.

## How long the clusters last

While clusters remain, the plane is held at $\Delta C$. We need the released dose $M(t)$. Denote Laplace transforms by a hat and let $k=\sqrt{s/D}$. With no initial free excess, the diffusion equation on either side of the plane becomes $\hat c''=k^2\hat c$, and the held value becomes $\Delta C/s$. The solutions are

$$\hat c=\frac{\Delta C}{s}\frac{\sinh kx}{\sinh kR}\ (x<R),\qquad
\hat c=\frac{\Delta C}{s}e^{-k(x-R)}\ (x>R).$$

The flow from the plane to the left is $D\hat c'(R^-)=(\Delta C/s)Dk\coth kR$. The flow to the right is $-D\hat c'(R^+)=(\Delta C/s)Dk$. Their sum is the transformed release rate; integration over time supplies another factor $1/s$. Since $Dk=\sqrt{Ds}$,

$$\hat M=\Delta C\,\sqrt D\,s^{-3/2}\left[\coth kR+1\right].\tag{6}$$

The 1 describes the substrate. As $s^{-3/2}$ is the transform of $2\sqrt{t/\pi}$, it contributes $2\Delta C\sqrt{Dt/\pi}$. For the surface layer use

$$\coth z=\frac1z+\sum_{n=1}^\infty\frac{2z}{z^2+n^2\pi^2},\qquad z=R\sqrt{s/D}.$$

The first term gives $\Delta C\,D/(Rs^2)$, whose inverse is $\Delta C\,Dt/R$. With $s_n=n^2\pi^2D/R^2$, each term of the sum gives

$$\frac{2D\Delta C}{R}\frac{1}{s(s+s_n)}\ \longrightarrow\ \frac{2D\Delta C}{R}\frac{1-e^{-s_nt}}{s_n}
=\frac{2R\Delta C}{n^2\pi^2}\left(1-e^{-s_nt}\right).$$

Because $\sum 1/n^2=\pi^2/6$, the constant parts add up to $R\Delta C/3$. Once $\pi^2Dt/R^2\gg1$ the exponentials are negligible, and

$$M(t)=\Delta C\left[\frac{Dt}{R}+2\sqrt{\frac{Dt}{\pi}}+\frac R3\right].\tag{7}$$

At exhaustion $M(\tau_c)=Q$. Divide by $R\Delta C$ and write $\theta=D\tau_c/R^2$:

$$q=\theta+2\sqrt{\frac\theta\pi}+\frac13 .$$

Adding $1/\pi$ to both sides completes the square:

$$\left(\sqrt\theta+\frac1{\sqrt\pi}\right)^2=q-\frac13+\frac1\pi .$$

The positive root gives

$$\theta=\left[\sqrt{q-\frac13+\frac1\pi}-\frac1{\sqrt\pi}\right]^2.\tag{8}$$

For large $q$, expansion of the square gives $\theta=q-2\sqrt{q/\pi}+O(1)$. Since $\tau_c/\tau=\theta/q$,

$$\frac{\tau_c}{\tau}=1-\frac{2}{\sqrt{\pi q}}+O(q^{-1}).\tag{9}$$

The lifetime therefore approaches (2) slowly, as $q^{-1/2}$. At $q=30$, (8) gives $\theta=24.124$, about 20% below the simple estimate. A numerical solution with an exhaustible cluster plane gives 24.127. At $q=5$ both give 2.784.

## The opposite limit: a small stored dose

If the clusters vanish before diffusion reaches the surface, $Dt\ll R^2$ throughout their life. This corresponds to large $kR$, for which $\coth kR\to1$. The two sides then take up interstitials equally, and (6) gives

$$M\simeq4\Delta C\sqrt{\frac{Dt}{\pi}} .$$

Setting $M=Q$ and squaring gives

$$\tau_c\simeq\frac{\pi Q^2}{16D\,\Delta C^2},\qquad \theta\simeq\frac{\pi q^2}{16}\qquad(q\ll1).\tag{10}$$

The depth has disappeared from $\tau_c$, because the clusters have not yet felt the surface. The equivalent duration is still $QR/(D\Delta C)$, and now

$$\frac{\tau}{\tau_c}\simeq\frac{16}{\pi q}\gg1 .$$

Most of the integrated excess at the plane then comes after the clusters have gone. In this regime (2) must not be read as a cluster lifetime.

## What remains after exhaustion

Return to $q\gg1$. When the clusters vanish, the surface layer has a nearly linear profile and contains $\Delta C R/2$. The substrate profile is $\Delta C\operatorname{erfc}[(x-R)/2\sqrt{D\tau_c}]$. Since $\int_0^\infty\operatorname{erfc}(u)\,du=1/\sqrt\pi$, the free dose is

$$N_{\rm free}=\Delta C\left[\frac R2+2\sqrt{\frac{D\tau_c}{\pi}}\right].\tag{11}$$

These interstitials account for the difference between $\tau$ and $\tau_c$. By (5) with the source placed at $x'$, an interstitial there contributes $\min(x',R)/D$ to the later time integral at $R$. Therefore

$$\int_{\tau_c}^{\infty}c(R,t)\,dt=\frac1D\int_0^R\Delta C\frac{x'}{R}\,x'\,dx'+\frac RD\,2\Delta C\sqrt{\frac{D\tau_c}{\pi}} .$$

The first integral is $\Delta C R^2/(3D)$. Dividing by $\Delta C$ gives

$$\tau-\tau_c=\frac{R^2}{3D}+2R\sqrt{\frac{\tau_c}{\pi D}},\tag{12}$$

which is $R^2/D$ times the $q-\theta$ found above. The two calculations agree.

For $q\gg1$ the tail has a simple form when $t-\tau_c\gg R^2/D$. The substrate then sees its boundary raised to $\Delta C$ at $t=0$ and lowered almost to zero at $\tau_c$. A step of height $\Delta C$ drives a flux $\Delta C\sqrt{D/(\pi t)}$ into a half-space. Superposing the two steps, the flux returning from the substrate is

$$j=\Delta C\sqrt{\frac D\pi}\left[\frac1{\sqrt{t-\tau_c}}-\frac1{\sqrt t}\right].$$

This flux crosses the thin surface layer quasi-steadily, so $c(R,t)=jR/D$ and

$$\frac{c(R,t)}{\Delta C}\simeq\frac{R}{\sqrt{\pi D}}\left[\frac1{\sqrt{t-\tau_c}}-\frac1{\sqrt t}\right].\tag{13}$$

For $t\gg\tau_c$ the bracket tends to $\tau_c/(2t^{3/2})$. Equation (13) is only the leading term in $q^{-1/2}$. At large $t$, $G\simeq xR/[2\sqrt\pi\,(Dt)^{3/2}]$, so the exact late excess at the plane is $QR^2/[2\sqrt\pi\,(Dt)^{3/2}]$, which is (13) with $\tau$ in place of $\tau_c$ in this limit. At late times the true tail therefore exceeds (13) by the factor $\tau/\tau_c$: 1.24 at $q=30$ and 1.01 at $q=10^4$. The excess at the plane thus falls quickly on the scale of $\tau_c$, then leaves an algebraic tail that is weak compared with $\Delta C$. If $\Delta C\gg C^*$, this tail can still exceed $C^*$ for some time, so dopant diffusion is not yet back to its equilibrium rate.

## How far a dopant moves

Let a substitutional dopant of concentration $A$ form mobile pairs with interstitials. In local equilibrium the pair concentration is $K A C_I$, where $K$ is a constant. If the pairs have diffusivity $D_p$ and are a small fraction of the dopant,

$$\frac{\partial A}{\partial t}=\frac{\partial^2}{\partial x^2}(D_AA),\qquad D_A=D_pKC_I .$$

Writing $D_A^*=D_pKC^*$ for the equilibrium dopant diffusivity,

$$D_A=D_A^*\frac{C_I}{C^*}=D_A^*\left(1+\frac c{C^*}\right).\tag{14}$$

This assumes that vacancies do not carry the dopant and that pairing does not disturb the interstitial profile.

Take a buried marker that does not reach the boundaries, and let angle brackets denote averages over it. Two integrations by parts, with vanishing boundary terms, give

$$\frac{d\langle x\rangle}{dt}=0,\qquad \frac{d\langle x^2\rangle}{dt}=2\langle D_A\rangle ,$$

because the second derivatives of $x$ and $x^2$ are 0 and 2. The variance therefore grows at the rate $2\langle D_A\rangle$. Let the marker stay deeper than $R$ and be narrow on the scale over which $c$ varies there. The average may then be replaced by the value at its centre. Using $W=QR/D$, the excess part of the variance is

$$\Delta\sigma^2=\frac{2D_A^*}{C^*}W=\frac{2D_A^*QR}{DC^*}.\tag{15}$$

The held excess $\Delta C$ has cancelled. More stable clusters give a weaker enhancement while they last, but the equivalent duration $\tau$ is longer in proportion to $1/\Delta C$. Equilibrium diffusion adds $2D_A^*t$ to the variance separately. Equation (15) is the limit of a long anneal. For a marker at depth $x$ and $t$ much larger than $\tau_c$ and $x^2/D$, the late form $G\simeq xR/[2\sqrt\pi\,(Dt)^{3/2}]$ shows that a fraction of about $x/\sqrt{\pi Dt}$ of $\Delta\sigma^2$ is still missing. For a marker at $3R$, about 97% of $\Delta\sigma^2$ is reached when the clusters are exhausted if $q=10^4$, but only about half if $q=30$.

## Worked example

The following round model parameters do not represent a particular material:

- $Q=10^{14}\ \mathrm{cm^{-2}}$ and $R=100\ \mathrm{nm}=10^{-5}\ \mathrm{cm}$.
- $D=10^{-9}\ \mathrm{cm^2/s}$ and $\Delta C=10^{15}\ \mathrm{cm^{-3}}$.
- $C^*=10^{12}\ \mathrm{cm^{-3}}$ and $D_A^*=10^{-17}\ \mathrm{cm^2/s}$.
- The dopant marker lies at 300 nm.

The supersaturation is $C_s/C^*=1001$. The surface flux is

$$\frac{D\Delta C}{R}=\frac{10^{-9}\times10^{15}}{10^{-5}}=10^{11}\ \mathrm{cm^{-2}\,s^{-1}},$$

and therefore

$$\tau=\frac{10^{14}}{10^{11}}\ \mathrm s=1000\ \mathrm s\ (16.7\ \mathrm{min}).$$

Diffusion across the layer takes only about $R^2/D=0.1\ \mathrm s$, so $q=10^4$. Equation (9) predicts a lifetime shorter than $\tau$ by $2/\sqrt{\pi\times10^4}=1.1\%$. The fuller formula (8) gives 988.7 s; the numerical solution gives 988.8 s.

At exhaustion the free dose is $1.13\times10^{12}\ \mathrm{cm^{-2}}$, again about 1.1% of $Q$. Nearly all of it is in the substrate, since the layer holds just $\Delta C R/2=5\times10^9\ \mathrm{cm^{-2}}$. The diffusion length $\sqrt{D\tau}$ is 10 µm. The substrate terms in (8) and (11) assume a substrate at least several times thicker than this. For the equivalent duration $\tau$ it is enough that the substrate be much thicker than $R$, as shown below for a second sink.

The excess at the plane falls to one tenth of $\Delta C$ in just under 3 s after exhaustion, about 0.3% of the lifetime. At 10 s after exhaustion, (13) gives

$$0.1784\,(0.3162-0.0316)=0.0508,$$

where the prefactor is in $\mathrm{s^{1/2}}$ and the bracket in $\mathrm{s^{-1/2}}$. The numerical solution gives 0.051.

For the marker, (15) gives

$$\Delta\sigma^2=\frac{2\times10^{-17}\times10^{14}\times10^{-5}}{10^{-9}\times10^{12}}\ \mathrm{cm^2}=2\times10^{-11}\ \mathrm{cm^2},$$

so an initially sharp marker acquires a width $\sigma=44.7\ \mathrm{nm}$ from the excess. It lies 200 nm beyond the cluster plane, about 4.5 times this width, so little of it reaches the plane. Equilibrium diffusion during $\tau$ adds only $2D_A^*\tau=2\times10^{-14}\ \mathrm{cm^2}$.

When $\Delta C$ is halved at fixed $Q$, the numerical duration becomes 2000 s and the spread remains 44.7 nm. This tests the cancellation in (15). Equation (5) was also tested with first-order release in place of a held plane: at depths of 0.5, 1, 3 and 10 times $R$, with $q=30$, the time integrals for both kinds of release agree with it to within 0.2%.

## Temperature dependence

Suppose $D\propto e^{-E_m/k_BT}$ and $C_s\propto e^{-E_s/k_BT}$, with $C_s\gg C^*$ so that $\Delta C\simeq C_s$. At fixed $Q$ and $R$, (2) gives

$$\tau\propto e^{(E_m+E_s)/k_BT}.$$

For positive $E_m+E_s$, a hotter anneal has a shorter equivalent duration. The spread behaves differently. If $C^*\propto e^{-E_f/k_BT}$ and $D_A^*\propto e^{-E_A/k_BT}$, then (15) gives

$$\Delta\sigma^2\propto e^{(E_m+E_f-E_A)/k_BT}.$$

When $E_m+E_f>E_A$, the final excess spread is smaller at the higher temperature, even though diffusion during the transient may be faster. This comparison assumes that the transient is allowed to finish at both temperatures.

## When the result changes

**An imperfect surface.** Let the surface remove interstitials at the rate $hc(0,t)$ per unit area, where $h$ is a velocity. All interstitials still leave there, so time integration gives $hW(0)=Q$. The slope up to $R$ remains $Q/D$. Hence

$$W(R)=\frac Qh+\frac{QR}{D},\qquad \tau=\frac{Q}{D\Delta C}\left(R+\frac Dh\right).\tag{16}$$

The perfect-sink formula requires $h\gg D/R$. Otherwise surface capture, not diffusion alone, limits the loss.

**A second sink.** If the back face at $x=L$ is also a perfect sink, $W$ falls linearly from the plane to both faces. The two integrated losses add up to $Q$:

$$D\frac{W(R)}R+D\frac{W(R)}{L-R}=Q,\qquad W(R)=\frac{QR}{D}\left(1-\frac RL\right).$$

The correction to $\tau$ is negligible when $R\ll L$. Beyond the plane $W(x)=(QR/D)(1-x/L)$, so (15) also requires the marker depth to be much smaller than $L$. A reflecting back face makes no correction to $W(R)$, because there is still no net flow across any depth beyond $R$.

**Clusters spread in depth.** Equation (5) can be added over sources at different depths. Beyond all clusters, $W=Q\langle x'\rangle/D$, where $\langle x'\rangle$ is their dose-weighted mean depth. The spread formula (15) then holds with $R$ replaced by this mean for a marker beyond them. The lifetime formula (8) does not carry over, because it was derived for one plane.

**Changing clusters.** If clusters coarsen and become more stable, $\Delta C$ falls during the anneal and no single value defines the plateau. The integral (5) survives as long as all stored interstitials are eventually released and lost at the surface. Permanent trapping or recombination in the crystal breaks that condition, so both the integral and the resulting dopant spread must be recalculated.

## Computed values

```
excess dose Q = 1.0e+14 cm^-2
cluster depth R = 100 nm
interstitial diffusivity D = 1.0e-09 cm^2/s
held excess dC = 1.0e+15 cm^-3
equilibrium concentration C* = 1.0e+12 cm^-3
supersaturation C_s/C* = 1001
equilibrium dopant diffusivity D_A* = 1.0e-17 cm^2/s
marker depth = 300 nm
dose ratio q = 10000
diffusion time R^2/D = 0.100 s
surface flux D dC/R = 1.00e+11 cm^-2 s^-1
equivalent duration tau, formula = 1000.0 s
equivalent duration tau, simulated = 1000.0 s
duration tau, formula = 16.7 min
cluster lifetime, formula = 988.7 s
cluster lifetime, simulated = 988.8 s
diffusion length sqrt(D tau) = 10.0 um
free dose at exhaustion, formula = 1.127e+12 cm^-2
free dose at exhaustion, simulated = 1.126e+12 cm^-2
time after exhaustion for c(R)/dC = 0.1: 2.86 s
c(R)/dC at 10 s after exhaustion: formula 0.0508, simulated 0.0511
excess marker spread, formula = 44.72 nm
excess marker spread, simulated = 44.72 nm
held excess halved: duration, simulated = 2000.0 s
held excess halved: spread, simulated = 44.72 nm
lifetimes in units of R^2/D (simple estimate equals q):
  q = 5: formula 2.784, simulated 2.784
  q = 30: formula 24.124, simulated 24.127
  q = 10000: formula 9887.465, simulated 9887.519
time integral of c/dC in units of R^2/D, q = 30:
  x/R = 0.5: held plane 15.000, first-order release 15.000
  x/R = 1.0: held plane 30.000, first-order release 30.000
  x/R = 3.0: held plane 29.999, first-order release 29.999
```
